# The Zemach correction to hyperfine splitting in hydrogenic S states: a program that tests the result

```python
# Zemach correction to the nS hyperfine splitting (static nucleus, Schroedinger-Pauli):
#   E_hfs = E_F [1 + dZ + (4/3)(rE/a)^2 ln(R/a) + O(R^2/a^2)],  dZ = -2 rZ/a,
#   a = 1/(Z m_r) in atomic units, R = nuclear size,
#   rZ = int int rhoE(r) rhoM(r') |r-r'| = (4/pi) int_0^inf dq [1 - GE GM/GM(0)]/q^2.
# rhoE, rhoM: unit-normalized charge and magnetization densities, rE, rM their rms
# radii, G their Fourier transforms (normalized to 1 here), phi = int rho/|r-r'|,
# W(r) = int rhoE(r')|r-r'|, exponential density lam^3 exp(-lam r)/(8 pi) <-> dipole G.
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

pc = lambda key: sc.physical_constants[key][0]
QO = dict(epsabs=1e-12, epsrel=1e-11, limit=200)

# ---- field of an exponential magnetization (lam = 1, moment along z) ----
r, s = sp.symbols('r s', positive=True)
x, y, z = sp.symbols('x y z', real=True)
phi = (1 - sp.exp(-r)*(1 + r/2))/r
rho = sp.exp(-r)/(8*sp.pi)
phi_f, rho_f = sp.lambdify(r, phi, 'math'), sp.lambdify(r, rho, 'math')
for rv in (0.3, 1.0, 4.0):
    direct = 4*math.pi*(quad(lambda t: rho_f(t)*t*t, 0, rv, **QO)[0]/rv
                        + quad(lambda t: rho_f(t)*t, rv, 80, **QO)[0])
    assert abs(direct - phi_f(rv)) < 1e-10
p3 = phi.subs(r, sp.sqrt(x*x + y*y + z*z))
Ax, Ay = sp.diff(p3, y), -sp.diff(p3, x)
B_f = sp.lambdify((x, y, z), [-sp.diff(Ay, z), sp.diff(Ax, z),
                              sp.diff(Ay, x) - sp.diff(Ax, y)], 'numpy')
cs, cw = np.polynomial.legendre.leggauss(12)
C, P = np.meshgrid(cs, np.arange(8)*np.pi/4 + 0.1, indexing='ij')
S = np.sqrt(1 - C*C)
for rv in (0.5, 2.0, 6.0):
    B = B_f(rv*S*np.cos(P), rv*S*np.sin(P), rv*C)
    avg = [float(np.sum(cw[:, None]*b)/16) for b in B]
    assert abs(avg[2] - 8*math.pi/3*rho_f(rv)) < 1e-11
    assert abs(avg[0]) + abs(avg[1]) < 1e-11
    assert np.ptp(B[2]) > 1e-3      # the local field itself is anisotropic
print(f"sphere-averaged Bz/rho at lam r=6: {avg[2]/rho_f(6.0):.6f}; 8pi/3 = {8*math.pi/3:.6f}")

# ---- angular kernel and W ----
def kernel(a, b):
    hi, lo = max(a, b), min(a, b)
    return hi + lo*lo/(3*hi)
for a_, b_ in ((1.0, 0.4), (0.7, 2.5)):
    ang = 0.5*quad(lambda c: math.sqrt(a_*a_ + b_*b_ - 2*a_*b_*c), -1, 1, **QO)[0]
    assert abs(ang - kernel(a_, b_)) < 1e-10
ps = s**2*sp.exp(-s)/2
W = (sp.integrate(sp.expand(ps*(r + s**2/(3*r))), (s, 0, r))
     + sp.integrate(sp.expand(ps*(s + r**2/(3*s))), (s, r, sp.oo)))
W_f = sp.lambdify(r, W, 'math')
lapW = sp.lambdify(r, sp.diff(r*W, r, 2)/r, 'math')
for rv in (0.5, 2.0, 7.0):
    assert abs(lapW(rv) - 2*phi_f(rv)) < 1e-10
assert abs(W_f(40.0) - (40.0 + 12/(3*40.0))) < 1e-10
vol = 4*math.pi*quad(lambda t: t - t*t*phi_f(t), 1e-9, 80, **QO)[0]
assert abs(vol - 2*math.pi/3*12) < 1e-8

# ---- basic integral int (x - sin x)/x^3 dx ----
low = quad(lambda t: (t - math.sin(t))/t**3 if t > 1e-2 else 1/6 - t*t/120, 0, 1)[0]
basic = low + 1 - quad(lambda t: t**-3, 1, np.inf, weight='sin', wvar=1.0)[0]
assert abs(basic - math.pi/4) < 1e-8
print(f"int (x-sin x)/x^3 dx = {basic:.8f}; pi/4 = {math.pi/4:.8f}")

# ---- shapes: radial probability, form factor, range, radius sampler ----
rng = np.random.default_rng(1)
def shape(kind, rms):
    if kind == 'exp':
        L = math.sqrt(12)/rms
        return (lambda t: L**3/2*t*t*math.exp(-L*t), lambda q: (1 + q*q/L**2)**-2.0,
                15*rms, lambda n: rng.gamma(3, 1/L, n))
    if kind == 'gauss':
        g = rms/math.sqrt(3)
        return (lambda t: math.sqrt(2/math.pi)*t*t/g**3*math.exp(-t*t/(2*g*g)),
                lambda q: np.exp(-q*q*g*g/2), 8*rms,
                lambda n: np.linalg.norm(rng.normal(0, g, (n, 3)), axis=1))
    R = rms*math.sqrt(5/3)
    def G(q):
        u = np.asarray(q, float)*R
        return np.where(u < 0.1, 1 - u**2/10 + u**4/280 - u**6/15120,
                        3*(np.sin(u) - u*np.cos(u))/u**3)
    return (lambda t: 3*t*t/R**3, G, R, lambda n: R*rng.random(n)**(1/3))

def rz_coordinate(E, M):
    def WM(a):
        m = min(a, M[2])
        val = quad(lambda t: M[0](t)*kernel(a, t), 0, m, **QO)[0]
        if a < M[2]:
            val += quad(lambda t: M[0](t)*kernel(a, t), m, M[2], **QO)[0]
        return val
    return quad(lambda a: E[0](a)*WM(a), 0, E[2], epsabs=1e-10, epsrel=1e-10)[0]

gx, gw = np.polynomial.legendre.leggauss(16)
def rz_momentum(E, M, Q=400.0, h=0.5):
    q = (np.arange(0, Q, h)[:, None] + h*(gx + 1)/2).ravel()
    w = np.tile(gw*h/2, int(round(Q/h)))
    return 4/math.pi*(np.sum(w*(1 - E[1](q)*M[1](q))/q**2) + 1/Q)

def rz_monte_carlo(E, M, n=300000):
    def vec(sh):
        v = rng.normal(size=(n, 3))
        return v/np.linalg.norm(v, axis=1)[:, None]*sh[3](n)[:, None]
    d = np.linalg.norm(vec(E) - vec(M), axis=1)
    return d.mean(), d.std()/math.sqrt(n)

def rz_dipole(A, Bv):
    return (3*A**4 + 9*A**3*Bv + 11*A*A*Bv*Bv + 9*A*Bv**3 + 3*Bv**4)/(A*Bv*(A + Bv)**3)
rz_gauss = lambda e, m: math.sqrt(8*(e*e + m*m)/(3*math.pi))

for kind in ('exp', 'gauss', 'sphere'):
    sh = shape(kind, 0.8)
    assert abs(quad(lambda t: sh[0](t)*t*t, 0, sh[2], **QO)[0] - 0.64) < 1e-9
    for q in (0.05, 1.0, 5.0):
        ft = quad(lambda t: sh[0](t)*np.sinc(q*t/math.pi), 0, sh[2], **QO)[0]
        assert abs(ft - float(sh[1](q))) < 1e-9
s12 = math.sqrt(12)
print("rZ in units of rE: shapes, rM/rE, coordinate, momentum, Monte Carlo")
for kE, kM, m, closed in (('exp', 'exp', 0.7, rz_dipole(s12, s12/0.7)),
                          ('gauss', 'gauss', 0.7, rz_gauss(1, 0.7)),
                          ('sphere', 'sphere', 1.0, 36/35*math.sqrt(5/3)),
                          ('sphere', 'exp', 0.7, None)):
    E, M = shape(kE, 1.0), shape(kM, m)
    rc, rm = rz_coordinate(E, M), rz_momentum(E, M)
    mc, err = rz_monte_carlo(E, M)
    assert abs(rc - rm) < 1e-7 and abs(mc - rm) < 5*err
    assert closed is None or abs(rc - closed) < 1e-7
    assert rc < math.sqrt(1 + m*m)
    q0 = 1e-2
    assert abs(float(1 - E[1](q0)*M[1](q0))/q0**2 - (1 + m*m)/6) < 1e-4
    print(f"  {kE}*{kM} {m:.1f}: {rc:.7f} {rm:.7f} {mc:.4f}+-{err:.4f}")

# ---- full Schroedinger solution, lengths in a, energies in Z^2 m_r hartree ----
def solve(n, lE, lM):
    def rhs(t, v, En):
        u = lE*t
        V = -lE/2 if u < 1e-12 else -lE*(-math.expm1(-u)/u - math.exp(-u)/2)
        u2 = v[0]*v[0]
        return (v[1], 2*(V - En)*v[0], u2, lM**3/2*math.exp(-lM*t)*u2)
    rn = 60/min(lE, lM)
    def shoot(En, dense=False):
        o = dict(method='DOP853', rtol=1e-12, args=(En,))
        at = [1e-20, 1e-14, 1e-16, 1e-14]
        s1 = solve_ivp(rhs, (0, rn), [0, 1, 0, 0], atol=at, max_step=1/max(lE, lM),
                       first_step=1e-3/lE, dense_output=dense, **o)
        a = solve_ivp(rhs, (rn, 1), s1.y[:, -1], atol=at, **o).y[:, -1]
        b = solve_ivp(rhs, (25.0*n, 1), [1, -1/n, 0, 0], atol=1e-12, **o).y[:, -1]
        return a[1]/a[0] - b[1]/b[0], a, b, s1
    E0 = -0.5/n**2
    En = brentq(lambda e: shoot(e)[0], E0 - 1e-8, E0 + 20/lE**2 + 1e-8, xtol=1e-12)
    _, a, b, s1 = shoot(En, True)
    norm = a[2] + abs(b[2])*(a[0]/b[0])**2
    dev = 0.0
    for u in (0.5, 1.0, 3.0, 10.0):
        ratio = s1.sol(u/lE)[0]/(u/lE)*math.sqrt(n**3/(4*norm))
        dev = max(dev, abs((ratio - 1)/(-W_f(u)/lE) - 1))
    return a[3]*n**3/(4*norm) - 1, En - E0, dev

lams = np.array([500.0, 1000.0, 2000.0, 4000.0])
print("Schroedinger test, lamM = 1.5 lamE: n, lamE*a, full shift, dZ (dimensionless)")
for n in (1, 2):
    out = [solve(n, L, 1.5*L) for L in lams]
    dZ = np.array([-2*rz_dipole(L, 1.5*L) for L in lams])
    full = np.array([o[0] for o in out])
    for L, f, d in zip(lams, full, dZ):
        print(f"  {n} {L:.0f} {f:.7e} {d:.7e}")
    L = lams[-1]
    assert abs(out[-1][1]/(2/3*12/L**2/n**3) - 1) < 0.01      # level shift
    assert out[-1][2] < 0.015 and out[0][2] > 3*out[-1][2]    # psi = psi0(0)(1 - W/a)
    assert abs(full[-1]/dZ[-1] - 1) < 0.01
    only_M, summed = -2*3/(1.5*L), -2*(3/L + 3/(1.5*L))
    assert abs(full[-1]/only_M - 1) > 0.2 and abs(full[-1]/summed - 1) > 0.2
    basis = np.array([-np.log(lams), np.ones(4), np.log(lams)/lams, 1/lams]).T
    coef = np.linalg.solve(basis, (full - dZ)*lams**2)[0]/12
    assert abs(coef/(4/3) - 1) < 0.01
    print(f"  n={n}: log coefficient {coef:.4f} (4/3 = {4/3:.4f}); max psi deviation {out[-1][2]:.4f}")
print(f"  rejected at lamE*a={L:.0f}: M only {only_M:.4e}, sum of means {summed:.4e}")

# ---- worked example: Z = 1, n = 1 ----
alpha, Eh, a0 = sc.alpha, pc('Hartree energy in eV'), pc('Bohr radius')/sc.angstrom
mp_, mu_p = pc('proton-electron mass ratio'), pc('proton mag. mom. to nuclear magneton ratio')
rE, rM = pc('proton rms charge radius')/sc.angstrom, 8.0e-6
lE, lM = s12/rE, s12/rM
rZ = rz_dipole(lE, lM)
rZq = rE*rz_momentum(shape('exp', 1.0), shape('exp', rM/rE))
assert abs(rZq/rZ - 1) < 1e-7
rZg = rz_gauss(rE, rM)
print(f"alpha = {alpha:.9e}; hartree = {Eh:.6f} eV; a0 = {a0:.8f} A")
print(f"mp/me = {mp_:.5f}; GM(0) = mu_p/mu_N = {mu_p:.7f}")
print(f"rE = {rE:.5e} A (scipy.constants); rM = {rM:.1e} A (model)")
print(f"lamE = {lE:.5e} 1/A; lamM = {lM:.5e} 1/A")
print(f"rZ dipole closed = {rZ:.5e} A = {rZ*1e5:.4f} fm; momentum = {rZq:.5e} A")
print(f"rZ Gaussian = {rZg:.5e} A; bound = {math.hypot(rE, rM):.5e} A")
pauli = [np.array(m_, complex) for m_ in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
ev = np.linalg.eigvalsh(sum(np.kron(p, p) for p in pauli))
for name, m in (('H', 1.0), ('muH', pc('muon-electron mass ratio'))):
    mr = m*mp_/(m + mp_)
    a = a0/mr
    EF = 8/3*alpha**2*mr**3*mu_p/(m*mp_)*Eh
    EF_si = (2*sc.mu_0/3*pc('Bohr magneton')/m*pc('proton mag. mom.')*(ev[-1] - ev[0])
             / (math.pi*(a*sc.angstrom)**3)/sc.e)
    assert abs(EF/EF_si - 1) < 1e-7
    dZ = -2*rZ/a
    assert abs(dZ/(-2*alpha*mr*sc.m_e*sc.c*rZ*sc.angstrom/sc.hbar) - 1) < 1e-7
    full = solve(1, lE*a, lM*a)[0]
    logterm = 4/3*(rE/a)**2*math.log(rE/a)
    assert 0.5 < (full - dZ)/logterm < 1.5
    mhz = sc.e/sc.h/1e6
    print(f"{name}: m = {m:.5f} me; m_r = {mr:.6f} me; a = {a:.6e} A")
    print(f"{name}: E_F = {EF:.6e} eV = {EF*mhz:.6e} MHz")
    print(f"{name}: dZ dipole = {dZ:.5e}; dZ Gaussian = {-2*rZg/a:.5e}")
    print(f"{name}: shift E_F*dZ = {EF*dZ:.5e} eV = {EF*dZ*mhz:.5e} MHz")
    print(f"{name}: full Schroedinger = {full:.5e}; remainder = {full - dZ:.2e}")
    print(f"{name}: log term (R=rE) = {logterm:.2e}; recoil scale alpha m/M = {alpha*m/mp_:.2e}")
print("all assertions hold")
```

Running it gives:

```
sphere-averaged Bz/rho at lam r=6: 8.377580; 8pi/3 = 8.377580
int (x-sin x)/x^3 dx = 0.78539816; pi/4 = 0.78539816
rZ in units of rE: shapes, rM/rE, coordinate, momentum, Monte Carlo
  exp*exp 0.7: 1.0868534 1.0868534 1.0879+-0.0010
  gauss*gauss 0.7: 1.1246116 1.1246116 1.1252+-0.0009
  sphere*sphere 1.0: 1.3278800 1.3278800 1.3274+-0.0009
  sphere*exp 0.7: 1.1444061 1.1444061 1.1448+-0.0008
Schroedinger test, lamM = 1.5 lamE: n, lamE*a, full shift, dZ (dimensionless)
  1 500 -1.5042060e-02 -1.4816000e-02
  1 1000 -7.4766543e-03 -7.4080000e-03
  1 2000 -3.7240877e-03 -3.7040000e-03
  1 4000 -1.8577365e-03 -1.8520000e-03
  n=1: log coefficient 1.3328 (4/3 = 1.3333); max psi deviation 0.0046
  2 500 -1.4997027e-02 -1.4816000e-02
  2 1000 -7.4652372e-03 -7.4080000e-03
  2 2000 -3.7212135e-03 -3.7040000e-03
  2 4000 -1.8570154e-03 -1.8520000e-03
  n=2: log coefficient 1.3329 (4/3 = 1.3333); max psi deviation 0.0041
  rejected at lamE*a=4000: M only -1.0000e-03, sum of means -2.5000e-03
alpha = 7.297352564e-03; hartree = 27.211386 eV; a0 = 0.52917721 A
mp/me = 1836.15267; GM(0) = mu_p/mu_N = 2.7928473
rE = 8.40750e-06 A (scipy.constants); rM = 8.0e-06 A (model)
lamE = 4.12025e+05 1/A; lamM = 4.33013e+05 1/A
rZ dipole closed = 1.03635e-05 A = 1.0364 fm; momentum = 1.03635e-05 A
rZ Gaussian = 1.06923e-05 A; bound = 1.16054e-05 A
H: m = 1.00000 me; m_r = 0.999456 me; a = 5.294654e-01 A
H: E_F = 5.867851e-06 eV = 1.418840e+03 MHz
H: dZ dipole = -3.91471e-05; dZ Gaussian = -4.03890e-05
H: shift E_F*dZ = -2.29709e-10 eV = -5.55434e-02 MHz
H: full Schroedinger = -3.91501e-05; remainder = -3.03e-09
H: log term (R=rE) = -3.72e-09; recoil scale alpha m/M = 3.97e-06
muH: m = 206.76828 me; m_r = 185.840834 me; a = 2.847475e-03 A
muH: E_F = 1.824433e-01 eV = 4.411460e+07 MHz
muH: dZ dipole = -7.27909e-03; dZ Gaussian = -7.51001e-03
muH: shift E_F*dZ = -1.32802e-03 eV = -3.21114e+05 MHz
muH: full Schroedinger = -7.32228e-03; remainder = -4.32e-05
muH: log term (R=rE) = -6.77e-05; recoil scale alpha m/M = 8.22e-04
all assertions hold
```
